# The inverse-volume energy term of a spherical charge in a cubic supercell: test program

```python
# Result under test: for a fixed spherical charge in a cubic periodic cell with
# a uniform neutralising background and zero mean potential,
#   E_per - E_iso = -alpha q^2/(2 eps L) + 2 pi q Q/(3 eps L^3),
# exact when the charge fits in a sphere of radius L/2.
# q: net charge, Q: integral of density times r^2, L: cell side,
# eps: relative permittivity, alpha: cubic lattice constant of a point charge.
# Tests use Gaussian units with L = 1; the example uses nm, e and eV.
import numpy as np
from numpy.polynomial import Polynomial
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.special import erf, erfc

pi = np.pi


def integer_vectors(nmax):
    a = np.arange(-nmax, nmax + 1)
    v = np.array(np.meshgrid(a, a, a, indexing="ij")).reshape(3, -1).T
    n2 = (v**2).sum(axis=1)
    return v[(n2 > 0) & (n2 <= nmax**2)]


VECTORS = integer_vectors(24)
N2 = (VECTORS**2).sum(axis=1)
SHELL_N2, SHELL_COUNT = np.unique(N2, return_counts=True)
EWALD = integer_vectors(6)


# ---- point-charge kernel from Ewald sums, L = 1 ----
def ewald_alpha(eta):
    dist = np.sqrt((EWALD**2).sum(axis=1))
    g2 = (2 * pi * dist)**2
    regular = (np.sum(erfc(eta * dist) / dist)
               + 4 * pi * np.sum(np.exp(-g2 / (4 * eta**2)) / g2)
               - pi / eta**2 - 2 * eta / np.sqrt(pi))
    return -regular


def ewald_kernel(points, eta=1.8):
    total = np.full(len(points), -pi / eta**2)
    r0 = np.linalg.norm(points, axis=1)
    total += erfc(eta * r0) / r0
    for n in EWALD:
        d = np.linalg.norm(points - n, axis=1)
        g = 2 * pi * n
        g2 = g @ g
        total += erfc(eta * d) / d
        total += 4 * pi * np.exp(-g2 / (4 * eta**2)) / g2 * np.cos(points @ g)
    return total


alpha = ewald_alpha(1.8)
assert abs(alpha - ewald_alpha(2.2)) < 1e-10

cos_t, weight_t = np.polynomial.legendre.leggauss(40)
phi = 2 * pi * np.arange(80) / 80
sin_t = np.sqrt(1 - cos_t**2)
directions = np.stack([np.outer(sin_t, np.cos(phi)),
                       np.outer(sin_t, np.sin(phi)),
                       np.outer(cos_t, np.ones(80))], axis=-1).reshape(-1, 3)
sphere_weight = np.repeat(weight_t / 2, 80) / 80
sphere_error = 0.0
for radius in (0.2, 0.5, 0.7):
    mean = sphere_weight @ ewald_kernel(radius * directions)
    expected = 1 / radius - alpha + 2 * pi * radius**2 / 3
    sphere_error = max(sphere_error, abs(mean - expected))
assert sphere_error < 1e-8

# ---- pair-distance moment identity, for arbitrary charges ----
rng = np.random.default_rng(4)
charges = rng.normal(size=7)
places = rng.normal(size=(7, 3))
pair_sum = sum(charges[i] * charges[j] * np.sum((places[i] - places[j])**2)
               for i in range(7) for j in range(7))
dipole = charges @ places
second = charges @ (places**2).sum(axis=1)
assert abs(pair_sum - 2 * charges.sum() * second + 2 * dipole @ dipole) < 1e-9

# ---- compact spherical densities: reciprocal sum against shell assembly ----
nodes, node_weights = np.polynomial.legendre.leggauss(200)


def compact_case(shape, R):
    """Density shape(x)*(1-x^2)^2/R^3 with x = r/R, in a cell of side 1."""
    x_poly = Polynomial(shape) * Polynomial([1, 0, -1])**2
    x = (nodes + 1) / 2
    shell_charge = 4 * pi * x**2 * x_poly(x) * node_weights / 2
    q = shell_charge.sum()
    Q = R**2 * (shell_charge @ x**2)

    def form_factor(g):
        return np.sinc(np.outer(g, R * x) / pi) @ shell_charge

    g = 2 * pi * np.sqrt(SHELL_N2)
    e_per = 2 * pi * np.sum(SHELL_COUNT * form_factor(g)**2 / g**2)
    enclosed = (4 * pi * x_poly * Polynomial([0, 0, 1])).integ()
    work = (4 * pi * x_poly * Polynomial([0, 1]) * enclosed).integ()
    e_iso = (work(1.0) - work(0.0)) / R
    g_small = 0.1 / R
    expansion_error = abs(form_factor(np.array([g_small]))[0]
                          - (q - Q * g_small**2 / 6))
    assert expansion_error < 1e-6
    return q, Q, e_per - e_iso


compact_results = []
for label, shape in (("positive", [1.0]),
                     ("negative outer shell", [1.0, 0, -2.0]),
                     ("neutral", [1.0, 0, -3.0])):
    q, Q, shift = compact_case(shape, 0.45)
    formula = -alpha * q**2 / 2 + 2 * pi * q * Q / 3
    assert abs(shift - formula) < 1e-7
    compact_results.append((label, q, Q, shift, formula))
assert abs(compact_results[2][1]) < 1e-10 and abs(compact_results[2][2]) > 1e-3

q, Q, shift = compact_case([1.0], 0.8)
overlap_failure = shift - (-alpha * q**2 / 2 + 2 * pi * q * Q / 3)
assert abs(overlap_failure) > 1e-4      # overlapping images break the result

# ---- worked example: Gaussian charge in a hafnium dioxide supercell ----
ke = sc.e / (4 * pi * sc.epsilon_0) * 1e9       # eV nm for unit charges
charge, sigma, eps, eps_static = 2.0, 0.10, 4.5, 20.0
moment = charge * quad(lambda r: 4 * pi * r**4 * np.exp(-r**2 / (2 * sigma**2))
                       / (2 * pi * sigma**2)**1.5, 0, 12 * sigma)[0]


def periodic_energy(L, inverse_eps):
    g2 = (2 * pi / L)**2 * SHELL_N2
    return (2 * pi * ke * charge**2 / L**3
            * np.sum(SHELL_COUNT * np.exp(-sigma**2 * g2)
                     * inverse_eps(g2) / g2))


def isolated_energy(inverse_eps):
    integral = quad(lambda g: np.exp(-(sigma * g)**2) * inverse_eps(g * g),
                    0, 100, epsabs=1e-12, limit=200)[0]
    return ke * charge**2 * integral / pi


def point_term(L, permittivity):
    return -alpha * ke * charge**2 / (2 * permittivity * L)


def moment_term(L, permittivity, Q_value):
    return 2 * pi * ke * charge * Q_value / (3 * permittivity * L**3)


def uniform(g2):
    return 1 / eps + 0 * g2


e_iso = isolated_energy(uniform)
assert abs(e_iso - ke * charge**2 / (2 * np.sqrt(pi) * sigma * eps)) < 1e-8
rows = []
for L in (1.0, 1.5, 2.0):
    e_per = periodic_energy(L, uniform)
    after_point = e_per - point_term(L, eps) - e_iso
    after_both = after_point - moment_term(L, eps, moment)
    assert abs(after_both) < 1e-7
    rows.append((L, e_per, point_term(L, eps), moment_term(L, eps, moment),
                 after_point, after_both))
power_spherical = np.log2(rows[0][4] / rows[2][4])
assert abs(power_spherical - 3) < 1e-5

# ---- neglected effect: wavevector-dependent electronic screening ----
k_screen = 20.0                                # 1/nm, rough


def dispersive(g2):
    return 1 / eps + (1 - 1 / eps) * g2 / (g2 + k_screen**2)


L0 = 1.0
a_screen = (1 - 1 / eps) / k_screen**2
screen_term = -2 * pi * ke * charge**2 * a_screen / L0**3
net_cubic = (periodic_energy(L0, dispersive) - isolated_energy(dispersive)
             - point_term(L0, eps))
# tolerance covers the exponentially small short-range image interaction
assert abs(net_cubic - moment_term(L0, eps, moment) - screen_term) < 1e-5

# ---- neglected effect: anisotropic permittivity with the same mean ----
eps_a, eps_c = 4.8, 3.9
assert abs((2 * eps_a + eps_c) / 3 - eps) < 1e-12
g_vec = 2 * pi / L0 * VECTORS
g_sq = (g_vec**2).sum(axis=1)
screened = eps_a * (g_vec[:, 0]**2 + g_vec[:, 1]**2) + eps_c * g_vec[:, 2]**2
per_aniso = (2 * pi * ke * charge**2 / L0**3
             * np.sum(np.exp(-sigma**2 * g_sq) / screened))
angle_mean = quad(lambda u: 1 / (eps_a + (eps_c - eps_a) * u * u), 0, 1)[0]
iso_aniso = ke * charge**2 * angle_mean / (2 * np.sqrt(pi) * sigma)
aniso_change = per_aniso - iso_aniso - (rows[0][1] - e_iso)

# ---- neglected effect: charge shared by four tetrahedral neighbours ----
bond, lobe = 0.21, 0.06                        # nm, rough
corners = bond / np.sqrt(3) * np.array([[1, 1, 1], [1, -1, -1],
                                        [-1, 1, -1], [-1, -1, 1]])
pair_distance = np.linalg.norm(corners[0] - corners[1])
tetra_iso = ke * charge**2 / (2 * eps) * (
    1 / (4 * np.sqrt(pi) * lobe)
    + 0.75 * erf(pair_distance / (2 * lobe)) / pair_distance)
tetra_moment = charge * (bond**2 + 3 * lobe**2)


def tetra_remainder(L):
    g = 2 * pi / L * VECTORS
    g2 = (g**2).sum(axis=1)
    structure = np.abs(np.exp(-1j * (g @ corners.T)).mean(axis=1))**2
    e_per = (2 * pi * ke * charge**2 / (eps * L**3)
             * np.sum(structure * np.exp(-lobe**2 * g2) / g2))
    return (e_per - tetra_iso - point_term(L, eps)
            - moment_term(L, eps, tetra_moment))


tetra_left = tetra_remainder(1.0)
power_tetra = np.log2(tetra_left / tetra_remainder(2.0))
assert 4.7 < power_tetra < 5.5

# ---- neglected effect: the background potential reshapes the charge ----
# Two carriers, each in an oscillator whose ground state has width sigma.
quantum = sc.hbar**2 / (2 * sc.m_e * (sigma * 1e-9)**2) / sc.e
stiffness = quantum / (2 * sigma**2)
added_stiffness = 4 * pi * ke * charge / (3 * eps * L0**3)
ratio = added_stiffness / stiffness


def oscillator_ground(strength, points=1600, r_max=8.0):
    h = r_max / (points + 1)
    r = h * np.arange(1, points + 1)
    return eigh_tridiagonal(1 / h**2 + strength * r**2 / 2,
                            np.full(points - 1, -0.5 / h**2),
                            select="i", select_range=(0, 0))[0][0]


second_order = 1.5 * (np.sqrt(1 + ratio) - 1 - ratio / 2)
numeric = oscillator_ground(1 + ratio) - oscillator_ground(1.0) - 0.75 * ratio
assert abs(numeric - second_order) < 0.05 * abs(second_order)
reshape_energy = 2 * quantum * second_order

# ---- output ----
print(f"Lattice constant alpha (no unit): {alpha:.6f}")
print(f"Largest sphere-average error of kernel (1/L): {sphere_error:.1e}")
print("Compact densities, R = 0.45 L; q in e, Q in e L^2, energy in e^2/L:")
for label, q, Q, shift, formula in compact_results:
    print(f"  {label}: q={q:.5f} Q={Q:.5f} sum={shift:.7f} formula={formula:.7f}")
print(f"Formula error when R = 0.8 L (e^2/L): {overlap_failure:.5f}")
print("Example: doubly positive oxygen vacancy model in hafnium dioxide")
print(f"Coulomb constant: {ke:.6f} eV nm")
print(f"Charge: {charge:.0f} e; Gaussian width per axis: {sigma:.2f} nm")
print(f"Electronic permittivity (rough, no unit): {eps:.1f}")
print(f"Second radial moment Q: {moment:.5f} e nm^2")
print(f"Isolated energy: {e_iso:.5f} eV")
for L, e_per, pt, mt, left1, left2 in rows:
    print(f"Cell side {L:.1f} nm: periodic energy {e_per:.5f} eV")
    print(f"  point term {pt:.5f} eV; moment term {mt:.5f} eV")
    print(f"  error left after point term {left1:.5f} eV; after both {left2:.1e} eV")
print(f"Power of 1/L in error after point term: {power_spherical:.4f}")
print("Neglected effects, cell side 1.0 nm:")
print(f"Static permittivity (rough, no unit): {eps_static:.0f}")
print(f"  point term with it: {point_term(L0, eps_static):.5f} eV")
print(f"  moment term with it: {moment_term(L0, eps_static, moment):.5f} eV")
print(f"Screening wavenumber (rough): {k_screen:.0f} 1/nm")
print(f"  coefficient a: {a_screen:.6f} nm^2")
print(f"  added inverse-volume term: {screen_term:.5f} eV")
print(f"  net inverse-volume term from sums: {net_cubic:.5f} eV")
print(f"Anisotropic permittivities (assumed): {eps_a:.1f}, {eps_a:.1f}, {eps_c:.1f}")
print(f"  change of total size shift: {aniso_change:.5f} eV")
print(f"Tetrahedral charge: distance {bond:.2f} nm, lobe width {lobe:.2f} nm")
print(f"  its moment Q: {tetra_moment:.5f} e nm^2")
print(f"  its moment term: {moment_term(L0, eps, tetra_moment):.5f} eV")
print(f"  remainder beyond both terms: {tetra_left:.5f} eV")
print(f"  power of 1/L in remainder, 1 to 2 nm: {power_tetra:.3f}")
print(f"Oscillator quantum for the charge width: {quantum:.3f} eV")
print(f"  relative stiffness added by background: {ratio:.5f}")
print(f"  energy from change of shape: {reshape_energy:.6f} eV")
print("finished without a failed check")
```

Printed output:

```
Lattice constant alpha (no unit): 2.837297
Largest sphere-average error of kernel (1/L): 4.8e-14
Compact densities, R = 0.45 L; q in e, Q in e L^2, energy in e^2/L:
  positive: q=0.95744 Q=0.06463 sum=-1.1708634 formula=-1.1708634
  negative outer shell: q=0.31915 Q=0.00588 sum=-0.1405681 formula=-0.1405681
  neutral: q=0.00000 Q=-0.02350 sum=-0.0000000 formula=-0.0000000
Formula error when R = 0.8 L (e^2/L): -0.01254
Example: doubly positive oxygen vacancy model in hafnium dioxide
Coulomb constant: 1.439965 eV nm
Charge: 2 e; Gaussian width per axis: 0.10 nm
Electronic permittivity (rough, no unit): 4.5
Second radial moment Q: 0.06000 e nm^2
Isolated energy: 3.61072 eV
Cell side 1.0 nm: periodic energy 1.87532 eV
  point term -1.81583 eV; moment term 0.08042 eV
  error left after point term 0.08042 eV; after both -5.9e-12 eV
Cell side 1.5 nm: periodic energy 2.42400 eV
  point term -1.21055 eV; moment term 0.02383 eV
  error left after point term 0.02383 eV; after both 2.4e-16 eV
Cell side 2.0 nm: periodic energy 2.71286 eV
  point term -0.90791 eV; moment term 0.01005 eV
  error left after point term 0.01005 eV; after both 1.8e-16 eV
Power of 1/L in error after point term: 3.0000
Neglected effects, cell side 1.0 nm:
Static permittivity (rough, no unit): 20
  point term with it: -0.40856 eV
  moment term with it: 0.01810 eV
Screening wavenumber (rough): 20 1/nm
  coefficient a: 0.001944 nm^2
  added inverse-volume term: -0.07037 eV
  net inverse-volume term from sums: 0.01005 eV
Anisotropic permittivities (assumed): 4.8, 4.8, 3.9
  change of total size shift: -0.00269 eV
Tetrahedral charge: distance 0.21 nm, lobe width 0.06 nm
  its moment Q: 0.10980 e nm^2
  its moment term: 0.14717 eV
  remainder beyond both terms: -0.00572 eV
  power of 1/L in remainder, 1 to 2 nm: 5.102
Oscillator quantum for the charge width: 3.810 eV
  relative stiffness added by background: 0.01407
  energy from change of shape: -0.000281 eV
finished without a failed check
```
